# Positive mixing enthalpy does not by itself unmix an alloy film

**Q.** I relaxed random-like supercells of a half-and-half alloy whose two species share the anion sites. The enthalpy is 0.045 eV per anion site above that of the two pure compounds. Positive means that the alloy loses to its components, so a mixed film of it must separate. Why grow it?

**A.** Your calculation compares energies at one composition and at zero temperature. If its atoms can move, a film at its growth temperature tends to lower a free energy, under the constraints that the substrate imposes. Let us first turn your number into a function of composition.

Let a fraction $x$ of the sites carry species B, at random. Each site has $z$ neighbours on its sublattice, hence $z/2$ bonds per site, and a bond is unlike with probability $2x(1-x)$. If an unlike bond costs $w$ more than the average of the two like bonds, the enthalpy per site is

$$h=\frac z2\,2x(1-x)\,w=\Omega x(1-x),\qquad \Omega=zw .$$

At $x=1/2$ this is $\Omega/4$, so $\Omega=4\times0.045=0.18$ eV per site. Keep the "per site". Half of the atoms sit on the other sublattice and do not mix, so the same enthalpy is 0.0225 eV per atom. Combining that figure with an entropy per site would halve the critical temperature found below for free phases.

**Q.** And the entropy can beat a positive enthalpy?

**A.** Count the arrangements of $Nx$ B species on $N$ sites. With $\ln N!\simeq N\ln N-N$, the linear terms cancel:

$$\ln\frac{N!}{(Nx)!\,(N-Nx)!}\simeq -N\left[x\ln x+(1-x)\ln(1-x)\right].$$

The free energy per site, relative to the pure compounds, is therefore

$$f=\Omega x(1-x)+k_BT\left[x\ln x+(1-x)\ln(1-x)\right].$$

The formulas hold in atomic units with $k_B$ kept; I put in numbers in eV. Differentiate twice:

$$f'=\Omega(1-2x)+k_BT\ln\frac{x}{1-x},\qquad f''=-2\Omega+\frac{k_BT}{x(1-x)} .$$

Since $x(1-x)\le 1/4$, we have $f''\ge 4k_BT-2\Omega$. If $k_BT\ge\Omega/2$, $f$ is convex at all compositions. A chord between two compositions then lies above the curve, and no split lowers the free energy. If $k_BT<\Omega/2$, the curvature at $x=1/2$ is negative and a split does lower it. The critical temperature is thus

$$k_BT_c=\frac{\Omega}{2}.$$

At 800 K, $k_BT=0.06894$ eV, so $T_c=800\times0.090/0.06894\simeq1044$ K. Above it your alloy mixes, with the same positive enthalpy.

**Q.** Below 1044 K, then, I am right.

**A.** For free, unstrained phases near the middle of the composition range, yes, in this model. But not at every composition. The function $f$ is symmetric about $x=1/2$, so below $T_c$ its two minima are equally deep and their common tangent is horizontal. The coexisting compositions follow from $f'=0$:

$$\ln\frac{1-x}{x}=\frac{\Omega(1-2x)}{k_BT}.$$

As $x\to0$, $f'\to-\infty$, so the lower minimum lies at nonzero $x$ for any $T>0$, and more dilute alloys stay mixed. At 800 K the two phases have $x=0.12$ and $0.88$. At 300 K the dilute limit has shrunk to about $x=0.001$, but it has not vanished.

Inside this gap there is a second boundary, $f''=0$, or $k_BT=2\Omega x(1-x)$. At 800 K it lies at $x=0.26$ and $0.74$. Between 0.12 and 0.26 a uniform alloy resists small fluctuations, although a large enough split would pay. Between 0.26 and 0.74 small fluctuations already lower $f$.

**Q.** I would grow at 800 K. There

$$f(1/2)=\frac{\Omega}{4}-k_BT\ln2=0.0450-0.0478=-0.0028\ \text{eV}.$$

The mixing free energy is negative. Doesn't that rescue the alloy?

**A.** No. It shows that the alloy beats the pure compounds. Its real competitors are the two partly mixed phases at $x=0.12$ and $0.88$, and they lie 0.0035 eV per site lower still. The sign of $f(1/2)$ changes at

$$k_BT=\frac{\Omega}{4\ln2},$$

which is 753 K, well below $T_c$. Between 753 and 1044 K the mixing free energy is negative and the free alloy still separates. Curvature and the common tangent decide the matter, not the sign of $f$.

**Q.** So at 800 K entropy alone fails. What does the substrate change?

**A.** It ties together regions that want different lattice parameters. Your $\Omega$ came from cells free to relax to their own size, so this coherency energy is not yet counted.

Take a thick substrate with a (001) surface, matched to the film's mean composition $\bar x$. Assume linear elasticity, moduli independent of composition, and a lattice parameter linear in $x$. Write $\delta x=x-\bar x$ and $\eta=d\ln a/dx$. Start with layers stacked along the normal. A layer that would like to expand by $\eta\,\delta x$ is held at the substrate's spacing, so its in-plane elastic strains are $e=-\eta\,\delta x$. It is free along the normal:

$$C_{11}e_{zz}+2C_{12}e=0\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}e .$$

The in-plane stress is $(C_{11}+C_{12})e+C_{12}e_{zz}=Me$, with

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .$$

Two in-plane directions each contribute $Me^2/2$. With volume $v$ per mixing site, the cost per site is $K_b(\delta x)^2$, where $K_b=vM\eta^2$.

Let the end lattice parameters be 5.65 and 6.10 Å, with mean 5.875 Å. Then $\eta=0.45/5.875=0.0766$ and $v=a^3/4=50.7$ Å$^3$. For $C_{11}=100$, $C_{12}=50$ and $C_{44}=50$ GPa, $M=100$ GPa. Using 1 eV/Å$^3$ = 160.2 GPa,

$$K_b=\frac{50.7\times100\times0.0766^2}{160.2}\simeq0.186\ \text{eV}.$$

**Q.** That exceeds $\Omega$. Is the film safe at all temperatures?

**A.** Against stacked layers thick enough for continuum elasticity, yes, with these numbers. Adding the cost changes the curvature to $f''+2K_b$, which is at least $4k_BT+2(K_b-\Omega)>0$. In a numerical test with these moduli, none of 1500 random wave directions in an infinite crystal cost less than $M$, so this also describes a modulation buried far from any surface. The margin is thin, though. At fixed $\Omega$, moduli 15% lower would give $K_b\simeq0.158$ eV and a critical temperature near 130 K.

The weak place is the free surface. There a lateral modulation can bulge outward and shed part of its strain.

**Q.** How much can it shed?

**A.** There is a lower bound on what remains. Let the composition vary as a wave along an in-plane direction 1, with any profile in depth. Direction 2 is in-plane and perpendicular to 1; direction 3 points down. Nothing varies along 2, so the total strain $\varepsilon_{22}$ is zero. The lattice wants $\eta\,\delta x$ there, so the elastic strain is $e_{22}=-\eta\,\delta x$ whatever the surface does. For a given $e_{22}$ the energy density is least when the other stresses vanish, and is then $E_2e_{22}^2/2$, with $E_2$ the Young modulus along 2.

Which direction is softest? Put a stress $\sigma$ along an in-plane direction with cosines $c$ and $s$. Its components are $\sigma c^2$, $\sigma s^2$ and shear $\sigma cs$. In terms of the compliances $S_{ij}$, equating the energy density to $\sigma^2/(2E_2)$ gives

$$\frac1{E_2}=S_{11}(c^4+s^4)+(2S_{12}+S_{44})c^2s^2
=S_{11}-2c^2s^2\left(S_{11}-S_{12}-\tfrac12S_{44}\right),$$

because $c^4+s^4=1-2c^2s^2$. For a cubic crystal the bracket is $1/(C_{11}-C_{12})-1/(2C_{44})$, here $1/50-1/100>0$ in GPa$^{-1}$. So $1/E_2$ is largest, and $E_2$ smallest, along [100] or [010].

For that direction, zero stress along 1 and 3 requires $e_{11}=e_{33}=-\nu e_{22}$ with

$$-\nu C_{11}+C_{12}(1-\nu)=0\quad\Rightarrow\quad \nu=\frac{C_{12}}{C_{11}+C_{12}},$$

$$E=C_{11}-2\nu C_{12}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}} .$$

The cost per site is therefore at least $K_s(\delta x)^2$, where

$$K_s=\tfrac12vE\eta^2,\qquad
\frac{K_s}{K_b}=\frac{E}{2M}=\frac{C_{11}}{2(C_{11}+C_{12})}=\frac{1-\nu}{2}.$$

Here $\nu=1/3$, and the ratio is $1/3$: $K_s=0.062$ eV.

**Q.** Is that merely a safe bound, or can a real displacement reach it?

**A.** In a deep film it can be reached. Let $r$ run along direction 1, parallel to [100], let $z$ be depth, and take $\delta x=A e^{-qz}\cos qr$. The stress-free condition asks for total strains $\varepsilon_{11}=\varepsilon_{33}=(1+\nu)\eta\,\delta x$ and no shear. Try

$$u_1=\frac{(1+\nu)\eta A}{q}e^{-qz}\sin qr,\qquad
u_3=-\frac{(1+\nu)\eta A}{q}e^{-qz}\cos qr .$$

The derivatives $\partial_ru_1$ and $\partial_zu_3$ both give the required strain. In the shear, $\partial_zu_1$ and $\partial_ru_3$ are equal and opposite, so they cancel. The surface carries no force, and the remaining stress $\sigma_{22}$ is constant along direction 2, so the crystal is in equilibrium.

The film must be deep compared with $1/q$. A finite-element solution at $qh=8$, where $h$ is the thickness, gave a least cost of 0.333 of $K_b$. A 50 nm film with a 500 nm wavelength has $qh=0.63$, and its least cost was 0.56 of $K_b$. In the opposite limit, domains very wide compared with the thickness are clamped like the stacked layers: at $qh=0.005$ a modulation uniform in depth cost 0.995 of $K_b$.

**Q.** You have treated single waves. Could a large split into two domains still win?

**A.** Not above a certain temperature, if the film remains coherent. Any composition field is a sum of in-plane waves. Cross terms between different wavevectors average to zero over the surface, so the bounds add. The part uniform in the plane costs $K_b$, which is larger than $K_s$. Hence the total free energy per site obeys

$$F\ge\left\langle f(x)+K_s(x-\bar x)^2\right\rangle .$$

The function inside has curvature $f''+2K_s\ge4k_BT-2\Omega+2K_s$. If

$$k_BT\ge\frac{\Omega-K_s}{2},$$

it is convex, and its average is no smaller than its value at the average composition, $f(\bar x)$. The uniform matched film has just that free energy. It is then the lowest coherent state of a flat, continuous film, against large splits as well as small ones. This continuum argument does not cover atomic ordering on the sublattice.

The limit is $800\times0.0591/0.06894\simeq685$ K. At 800 K and $x=1/2$ the curvature without strain is $0.2758-0.3600=-0.084$ eV. The surface cost adds $2K_s=0.124$ eV and makes it $+0.040$ eV. With temperature and $\Omega$ held fixed, coherency has reversed the verdict.

**Q.** But you said that the free phases lie lower at 800 K.

**A.** They do, by 0.0035 eV per site. The film is stable among flat coherent states, not among all states. To approach the free phases it must lose coherency, for example by forming dislocations, or break up into tall islands whose side walls relax the strain. I have not computed the barriers, so I claim no lifetime against either route.

**Q.** After growth the wafer cools through 685 K. Does the film then fall apart?

**A.** A deep film loses its protection against long surface waves there, but atoms must move to use the opportunity. Let $D$ be the tracer diffusivity and $\mu=\partial F/\partial x$ the exchange potential. The composition flux is

$$J=-\frac{Dx(1-x)}{k_BT}\nabla\mu .$$

The prefactor is fixed by the ideal alloy, where $\nabla\mu=k_BT\,\nabla x/[x(1-x)]$ and $J$ must reduce to $-D\nabla x$. For a small wave with a constant elastic cost $K$, $\delta\mu=(f''+2K)\delta x$. Conservation, $\partial_t\delta x=-\nabla\cdot J$, with $\nabla^2\to-q^2$, gives the growth rate

$$R=-Dq^2\frac{x(1-x)}{k_BT}(f''+2K)
=Dq^2\left[\frac{2(\Omega-K)x(1-x)}{k_BT}-1\right].$$

At $x=1/2$ the bracket is $T_*/T-1$, with $k_BT_*=(\Omega-K)/2$. The amplitude grows as $e^{Rt}$ while it is small. I leave out the energy of composition gradients, which for unlike bonds that cost energy would slow short waves.

Take a wavelength of 5 nm, so $q^2=1.58$ nm$^{-2}$, and drop the strain cost to favour unmixing. As illustrative bulk values, choose a diffusion prefactor of $10^{14}$ nm$^2$/s and a barrier of 3.0 eV. At 400 K, $D=1.6\times10^{-24}$ nm$^2$/s, and ten years give $Rt\simeq1.3\times10^{-15}$. The composition is frozen, though not at equilibrium. A barrier lower by 0.5 eV raises the exponent only to $2.5\times10^{-9}$.

**Q.** Then why bother with strain? Slow diffusion would explain growth too.

**A.** Not if atoms move fast through a deep enough region near the growing surface. For one hour at 800 K the same bulk estimate gives $Rt=0.022$, but the lower barrier makes it 31, so even the bulk conclusion depends on the barrier. Atoms near an exposed surface can move much faster. With an illustrative prefactor of $4\times10^{11}$ nm$^2$/s and a barrier of 1.5 eV, $D=142$ nm$^2$/s at 800 K. Suppose that this rate holds for 1 s through a region many layers deep, so that $\Omega$ keeps nearly its bulk value. (The output calls this region the top layer.) Then without strain

$$Rt=142\times1.58\left(\frac{1044}{800}-1\right)\times1\simeq69 .$$

That is far beyond the small-amplitude regime; it means that such a region has ample time to unmix. With the least strain cost, 685 K replaces 1044 K and the formula gives $-32$: fluctuations decay. This is a bound rather than the rate itself, because $\nabla^2\to-q^2$ holds for a wave uniform in depth, while the wave of least cost falls off as $e^{-qz}$. For that profile, with no flux through the surface, $q^2$ is replaced by about $4q^2/3$, and the exponent is roughly $-42$. Strain then protects the region against waves whose $1/q$ is small compared with its depth. Longer waves are another matter, because $K_s$ bounds the total energy, not the exchange potential at the surface above frozen material. Take a frozen modulation along [100], uniform in depth. Far below the surface, $\sigma_{11}=0$ and $\sigma_{33}=-M\eta\,\delta x$. Cancelling $\sigma_{33}$ at the free surface leaves $\sigma_{11}=+M\eta\,\delta x$ there, and $\varepsilon_{22}=0$ gives $\sigma_{22}=\nu\sigma_{11}-E\eta\,\delta x$. With $E=(1-\nu)M$ the trace of the stress is $2\nu M\eta\,\delta x$, so the elastic part of $\delta\mu$ at the surface is $-2\nu K_b\,\delta x$, which is negative. A modulation frozen into the growing film can therefore grow from layer to layer even above 685 K.

If only the outermost layer moves, the estimate without strain fails. On the fcc sublattice, 4 of the 12 neighbours of a site lie in its own (001) layer. Bonds to a uniform, frozen layer below give an energy linear in $x$, which adds nothing to the curvature. So $\Omega/3$ replaces $\Omega$ in $f''$, and on a uniform layer the critical temperature without strain is only $1044/3\simeq348$ K. During growth, though, the layer below is the previous top layer. Its long-wave modulation $\delta x'$ adds $-(2\Omega/3)\delta x'$ to $\delta\mu$, so at $x=1/2$ an equilibrated top layer takes $\delta x=(2\Omega/3)\,\delta x'/(4k_BT-2\Omega/3)$. This grows from layer to layer below $k_BT=\Omega/3$, or 696 K, so without strain the film would still stay mixed at 800 K. With the surface term $-2\nu K_b$ found above, the condition for growth becomes $4k_BT<4\Omega/3+2\nu K_b$, about 1055 K for long waves. Shorter waves have a lower threshold. In this case coherency favours unmixing at 800 K, but the gain is slow: the surface term is $-2\nu K_b$ only for a modulation already several $1/q$ deep, and it becomes $+2K_s$ for the profile $e^{-qz}$. The amplitude thus grows by less than a factor $e$ per depth $1/q$, and very long waves gain little in a thin film. Which case applies depends on how deep the fast motion reaches.

In use at 400 K, strain and entropy together keep deeply buried material stable against long composition waves: the curvature is $4k_BT+2(K_b-\Omega)\simeq0.149$ eV at $x=1/2$. Near a free surface, 400 K lies below the deep-film limit of 685 K, so stability is no longer guaranteed. Slow bulk diffusion would still preserve the composition there; the faster surface rate might not.

Cooling needs care. If the fast rate persists at 600 K for 60 s, the formula with the least strain cost gives the 5 nm wave an exponent of about 1.4; the factor $4/3$ for its depth profile raises this to about 1.8, a growth of about sixfold. Do not read this as a prediction. The formula gives surface atoms all their bulk neighbours and omits the gradient energy. Yet the wave of least strain cost is concentrated within about $1/q=0.8$ nm of the surface, less than three layers, where missing neighbours matter. They weaken the tendency to unmix, and the wave may be stable at 600 K. Longer waves reach deeper and feel this less, but the factor $q^2$ slows them.

**Q.** Does this describe a film that someone uses?

**A.** The parameters are round values in the rough regime of GaAsSb near half composition on InP, used as a transistor base layer. The diffusion data are illustrative, and I would not read a device lifetime from them. In an alloy with this size mismatch, most of $\Omega$ is the strain energy of long and short bonds sharing one lattice, not a cost of unlike neighbours. The results that count neighbours ($\Omega/3$, 348, 696 and 1055 K, and the pair and fcc values below) then belong to the bond model only. Ordered arrangements such as chalcopyrite can also have a lower enthalpy than the random alloy, and I have not treated them. Real alloys are not perfectly random. A pair approximation for short-range order lowers the free critical temperature from 1044 to 955 K. Fuller treatment of the same bonds on the fcc lattice puts it lower still, between 800 and 900 K, so in the bond model the free alloy separates at the growth temperature only by a modest margin. An assumed excess vibrational entropy of $0.2\,k_Bx(1-x)$, taken separately, lowers the original 1044 K to about 950 K. Together the two effects could remove that margin.

The coherent limit also depends on the elastic data. At fixed $\Omega$, moduli 15% lower move it from 685 to 739 K; if $\Omega$ is itself elastic and scales with them, the limit falls instead to $0.85\times685\simeq583$ K. Raising $\Omega$ by 0.02 eV moves it to 801 K, which removes the margin at 800 K. A real growing surface also has reconstructed bonds, whose interaction energy can differ from the bulk $\Omega$; I have not sized that effect. So the model shows that a mixed film is possible at this positive enthalpy. It does not prove which mechanism acts in a particular wafer.

**Q.** What should I do with my 0.045 eV, then?

**A.** Use it to obtain $\Omega$, after checking other compositions for departures from $x(1-x)$. As a mean-field estimate, compare $k_BT$ with $\Omega/2$ for free phases, and with $(\Omega-K_s)/2$ for a matched coherent film under the elastic assumptions above. If the film is below its limit, ask how far atoms move in the time available. If it is above, the mixed film is the lowest flat coherent state of this model, but growth with a shallow mobile region need not reach it. The numerical output below gives the values for this case.

## Computed results

```
Interaction W: 0.180 eV/site
Enthalpy at x=0.5: 0.0450 eV/site
Same enthalpy per atom: 0.0225 eV/atom
End lattice parameters: 5.65, 6.10 angstrom
Mean lattice parameter: 5.875 angstrom
Relative lattice change eta: 0.07660
Volume per mixing site: 50.69 angstrom^3
C11, C12, C44: 100, 50, 50 GPa
Biaxial M, Young E: 100.00, 66.67 GPa
Poisson ratio: 0.3333
Buried coherency cost: 0.1856 eV/site
Least surface cost: 0.0619 eV/site
Free-phase critical T: 1044.4 K
T where f(0.5)=0: 753.4 K
Coherent-surface critical T: 685.4 K
Buried formula T (negative: none): -32.7 K
Growth T: 800 K; kB*T: 0.06894 eV
f(0.5) at growth: -0.00278 eV/site
Growth binodal x: 0.1219, 0.8781
Growth spinodal x: 0.2581, 0.7419
Dilute binodal at 300 K: x=0.000958
Free-phase driving energy at growth: 0.00350 eV/site
Free curvature at growth: -0.0842 eV/site
Coherent curvature at growth: 0.0395 eV/site
FE wide-domain cost / M cost: 0.9947
FE least thick-film cost / M cost: 0.3333
Film thickness, long wavelength: 50, 500 nm
FE least long-wave cost / M cost: 0.5598
Pair-approximation free critical T: 954.7 K
Surface critical T, moduli -15%: 739.2 K
Surface critical T, W+0.02 eV: 801.4 K
Largest W stable at growth: 0.1998 eV/site
Free critical T, vib. entropy 0.2 kB*x(1-x): 949.5 K
Bulk D0, barrier: 1.0e+14 nm^2/s, 3.0 eV
Top-layer D0, barrier: 4.0e+11 nm^2/s, 1.5 eV
Modulation wavelength: 5.0 nm
Bulk D at growth: 1.261e-05 nm^2/s
Bulk D at 400 K: 1.591e-24 nm^2/s
Top-layer D at growth: 1.421e+02 nm^2/s
Growth exponents are ln(final/initial amplitude):
Bulk, no strain, growth 1 h: 2.191e-02
Bulk, no strain, 400 K 10 years: 1.276e-15
Barrier -0.5 eV, growth 1 h: 3.093e+01
Barrier -0.5 eV, 400 K 10 years: 2.545e-09
Top layer, no strain, growth 1 s: 68.54
Top layer, least strain, growth 1 s: -32.14
Top layer, least strain, 600 K 60 s: 1.36
```
